# Frozen-Core Active-Space Hamiltonian for AFQMC with Cholesky Vectors

Auxiliary-field quantum Monte Carlo (AFQMC) propagates Slater determinants with a Hamiltonian written as one-body operators and squares of one-body operators. This problem removes a filled core from that Hamiltonian, keeps its electrostatic and exchange action on the remaining electrons, and finds which integrals the reduced calculation needs.

**Setting.** The orbitals are real, orthonormal and the same for both spins. The algebra uses atomic units. With spin labels $\sigma,\tau$ and $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, the Hamiltonian in the chosen orbital basis is

$$
H=E_{\rm nuc}+\sum_{pq}h_{pq}E_{pq}+\frac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}. \tag{1}
$$

Here $(pq|rs)$ is the Coulomb interaction between the orbital products $pq$ and $rs$. The orbitals fall into three groups: core $i,j$, active $t,u,v,w$, and discarded $a$. Letters $p,q,r,s$ run over all of them. The projector $P$ selects states in which every core orbital is doubly occupied and every discarded orbital is empty; the active electrons are unrestricted.

## (a) The projected Hamiltonian

**Find $PHP$ as an operator on the active electrons alone. What does freezing do to the ground-state energy?**

**Solution.** Write a state in the range of $P$ as the core creation operators followed by active creation operators, acting on the vacuum. The core string contains an even number of operators, so active operators pass through it without a sign.

In the one-body term, $E_{ii}$ gives 2 and $E_{tu}$ stays. Operators that move an electron between groups, or between different core orbitals, vanish between two projectors.

In the two-body term no index can be a discarded orbital. A core electron that is annihilated must be recreated in the same spin orbital, because the final core is full. Three cases remain.

*No core index.* The active two-body interaction is unchanged.

*One core pair.* There are four ways to place it:

- $p=q=i$: $a^\dagger_{i\sigma}a^\dagger_{t\tau}a_{u\tau}a_{i\sigma}\to a^\dagger_{t\tau}a_{u\tau}$. The free core spin gives $2(ii|tu)E_{tu}$.
- $r=s=i$: in the same way, $2(tu|ii)E_{tu}$.
- $p=s=i$: recreation in the same spin orbital requires $\sigma=\tau$, and $a^\dagger_{i\sigma}a^\dagger_{t\sigma}a_{i\sigma}a_{u\sigma}=-a^\dagger_{i\sigma}a_{i\sigma}a^\dagger_{t\sigma}a_{u\sigma}$. This gives $-(iu|ti)E_{tu}$.
- $q=r=i$: again $\sigma=\tau$, and one exchange of annihilators gives $-(ti|iu)E_{tu}$.

The two direct terms are equal, and so are the two exchange terms. Their multiplicity cancels the prefactor $\frac12$, leaving

$$
V^{\rm c}_{tu}=\sum_i\left[2(tu|ii)-(ti|iu)\right]. \tag{2}
$$

*Two core pairs.* Direct pairing gives $+1$ for each pair of spins, hence $4(ii|jj)$. Exchange pairing needs equal spins and gives $-2(ij|ji)$. The forbidden case of one spin orbital used twice can stay in both sums, since its direct and exchange parts cancel. After the factor $\frac12$,

$$
E_{\rm core}=E_{\rm nuc}+2\sum_i h_{ii}+\sum_{ij}\left[2(ii|jj)-(ij|ji)\right]. \tag{3}
$$

To rewrite the active two-body term, anticommute $a_{q\sigma}$ through $a^\dagger_{r\tau}$ in $E_{pq}E_{rs}$:

$$
E_{pq}E_{rs}=\delta_{qr}E_{ps}+\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}. \tag{4}
$$

Therefore

$$
H_{\rm act}=E_{\rm core}+\sum_{tu}(h+V^{\rm c})_{tu}E_{tu}
+\frac12\sum_{tuvw}(tu|vw)\left(E_{tu}E_{vw}-\delta_{uv}E_{tw}\right). \tag{5}
$$

Equation (5) reproduces every matrix element of $H$ between projected states. The approximation lies in the restriction to those states. At fixed electron number, the lowest eigenvalue of $H_{\rm act}$ minimizes the same energy expectation value over a smaller space, so it is an upper bound to the ground-state energy of (1). Core excitation, core correlation and the response of the core to the valence electrons are missing.

With one active electron the two-body part gives zero, and the electron moves in $h+V^{\rm c}$. This potential is nonlocal because of its exchange part.

## (b) Core quantities from transformed Cholesky vectors

**The atomic-orbital integrals are factorized as $(\mu\nu|\lambda\kappa)=\sum_g L^g_{\mu\nu}L^g_{\lambda\kappa}$, with symmetric $L^g$. Transform the vectors and express the core quantities through them.**

**Solution.** Let orbital $p$ have coefficients $C_{\mu p}$. Each orbital product expands as $\sum_{\mu\nu}C_{\mu p}C_{\nu q}$ times the atomic-orbital product. Since the integral is linear in each product,

$$
(pq|rs)=\sum_gL^g_{pq}L^g_{rs},\qquad
L^g_{pq}=\sum_{\mu\nu}C_{\mu p}L^g_{\mu\nu}C_{\nu q}. \tag{6}
$$

Define the core trace $\ell_g=\sum_iL^g_{ii}$. Then $\sum_{ij}(ii|jj)=\sum_g\ell_g^2$ and, by symmetry of $L^g$, $\sum_{ij}(ij|ji)=\sum_g\sum_{ij}(L^g_{ij})^2$. Equations (3) and (2) become

$$
E_{\rm core}=E_{\rm nuc}+2\sum_ih_{ii}+2\sum_g\ell_g^2-\sum_g\sum_{ij}(L^g_{ij})^2, \tag{7}
$$

$$
V^{\rm c}_{tu}=\sum_g\left[2\ell_gL^g_{tu}-\sum_iL^g_{ti}L^g_{iu}\right]. \tag{8}
$$

The exchange part needs the core-active blocks $L^g_{ti}$. Once (7) and (8) have been evaluated, the propagation needs only the active blocks $L^g_{tu}$.

## (c) Completing the squares

**Write $H_{\rm act}$ with squares of active one-body operators. Decide whether the reordering correction sums over active orbitals or over all orbitals, and confirm the answer by projecting the squares of the full space.**

**Solution.** Let $\hat L_g^{\rm act}=\sum_{tu}L^g_{tu}E_{tu}$. Inserting (6) into (5) gives

$$
H_{\rm act}=E_{\rm core}+\sum_{tu}k_{tu}E_{tu}+\frac12\sum_g(\hat L_g^{\rm act})^2, \tag{9}
$$

$$
k_{tu}=h_{tu}+V^{\rm c}_{tu}-\frac12\sum_g\sum_{v\,\in\,{\rm active}}L^g_{tv}L^g_{vu}. \tag{10}
$$

The sum is over active $v$ because the correction comes from reordering active operators.

For the second route, apply (4) before projecting. With $\hat L_g=\sum_{pq}L^g_{pq}E_{pq}$,

$$
H=E_{\rm nuc}+\sum_{pq}\Big(h_{pq}-\frac12\sum_g\sum_rL^g_{pr}L^g_{rq}\Big)E_{pq}+\frac12\sum_g\hat L_g^2, \tag{11}
$$

where $r$ now runs over all orbitals. The projected square is not the square of the projected operator, since the first $\hat L_g$ may leave the projected space and the second may return to it. The part that stays inside is $2\ell_g+\hat L_g^{\rm act}$. There are three excursions:

- **Core to active and back.** The same core orbital must be refilled. Two anticommutations give $E_{it}E_{ui}\to\sum_\sigma a_{t\sigma}a^\dagger_{u\sigma}=2\delta_{tu}-E_{ut}$. The contribution is $2\sum_{it}(L^g_{it})^2-\sum_{itu}L^g_{ti}L^g_{iu}E_{tu}$.
- **Core to discarded and back.** Here $E_{ia}E_{ai}\to2$, which contributes $2\sum_{ia}(L^g_{ia})^2$.
- **Active to discarded and back.** Here $E_{ta}E_{au}\to E_{tu}$, which contributes $\sum_{atu}L^g_{ta}L^g_{au}E_{tu}$.

The intermediate states differ in their number of core or discarded electrons, so there are no cross terms. Hence

$$
\begin{aligned}
P\hat L_g^2P={}&(2\ell_g+\hat L_g^{\rm act})^2+2\sum_{it}(L^g_{it})^2+2\sum_{ia}(L^g_{ia})^2\\
&+\sum_{tu}\Big[-\sum_iL^g_{ti}L^g_{iu}+\sum_aL^g_{ta}L^g_{au}\Big]E_{tu}.
\end{aligned} \tag{12}
$$

Abbreviate $\sum_g\sum_rL^g_{tr}L^g_{ru}$ by $X^{\rm c}$, $X^{\rm a}$ or $X^{\rm d}$ when $r$ is restricted to core, active or discarded orbitals. The active one-body matrix from (11) and half of (12) is

$$
\begin{aligned}
&h-\tfrac12(X^{\rm c}+X^{\rm a}+X^{\rm d})+2\sum_g\ell_gL^g-\tfrac12X^{\rm c}+\tfrac12X^{\rm d}\\
&\qquad=h+2\sum_g\ell_gL^g-X^{\rm c}-\tfrac12X^{\rm a}=k.
\end{aligned}
$$

Half of the core exchange thus comes from the reordering term and half from the core-active excursion. The discarded orbitals cancel.

The scalars agree as well. The core diagonal of the one-body term in (11) contributes $2\sum_ih_{ii}-\sum_g\sum_{ir}(L^g_{ir})^2$. Half of (12) adds $2\sum_g\ell_g^2+\sum_g\sum_{it}(L^g_{it})^2+\sum_g\sum_{ia}(L^g_{ia})^2$. The terms with $r$ active or discarded cancel, and $E_{\rm nuc}$ completes (7).

If (10) is used with an all-orbital sum, the one-body matrix is wrong by $-\frac12(X^{\rm c}+X^{\rm d})$. In a random six-orbital model, explicit Fock-space projection confirms (9) to rounding error, while the all-orbital sum gives a largest matrix-element error of 30.8 eV. That size belongs to the chosen model integrals.

## (d) Propagating active determinants

**Show how one square acts on a Slater determinant, and where the core enters the propagation.**

**Solution.** For a real eigenvalue $\lambda$ of $\hat L_g^{\rm act}$, completing the square in the Gaussian integral gives

$$
\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,e^{-x^2/2+i\sqrt{\tau}\,x\lambda}=e^{-\tau\lambda^2/2},
$$

where $\tau>0$ is now the imaginary-time step. The operator is Hermitian, so its spectral decomposition turns this into

$$
e^{-\tau(\hat L_g^{\rm act})^2/2}=\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,e^{-x^2/2}\,e^{i\sqrt{\tau}\,x\hat L_g^{\rm act}}. \tag{13}
$$

Let $a^\dagger_\sigma(c)=\sum_uc_ua^\dagger_{u\sigma}$ create an electron in an active orbital with coefficient vector $c$. For $\hat A=\sum_{tu}A_{tu}E_{tu}$, the commutator is $[\hat A,a^\dagger_\sigma(c)]=a^\dagger_\sigma(Ac)$. Repeating it in the exponential series gives

$$
e^{\hat A}a^\dagger_\sigma(c)e^{-\hat A}=a^\dagger_\sigma(e^Ac).
$$

Since $\hat A$ annihilates the vacuum, $e^{\hat A}$ maps a determinant with orbital matrix $\Phi_\sigma$ to one with orbital matrix $e^A\Phi_\sigma$. In (13), $A=i\sqrt\tau\,xL^g$, a matrix of active dimension. The core orbitals need not be carried by the walker.

With $\hat k=\sum_{tu}k_{tu}E_{tu}$, a short step is

$$
e^{-\tau H_{\rm act}}=e^{-\tau E_{\rm core}}e^{-\tau\hat k/2}
\Big[\prod_ge^{-\tau(\hat L_g^{\rm act})^2/2}\Big]e^{-\tau\hat k/2}+O(\tau^2).
$$

Both sides have the same terms through first order in $\tau$; the $\hat L_g^{\rm act}$ need not commute with each other or with $\hat k$. The core energy is a number and factors out without splitting error, while $V^{\rm c}$ acts through $k$. Each vector requires one field per step.

The numerical check compares (13) on determinants with the operator in Fock space. For one vector and one pair of determinants, both overlaps are $-1.73654205$.

## (e) Truncating and shortening the vector list

**A pivoted Cholesky decomposition stops when no diagonal element of the residual exceeds $\delta$. Bound the error of $E_{\rm core}$, and explain why the active vectors can be decomposed again.**

**Solution.** The Coulomb integrals form a positive semidefinite matrix over orbital products. Each Cholesky step subtracts the part associated with its pivot and leaves a positive semidefinite residual $R$. For such a matrix,

$$
|R_{\mu\nu,\lambda\kappa}|\le\sqrt{R_{\mu\nu,\mu\nu}R_{\lambda\kappa,\lambda\kappa}}\le\delta.
$$

Let $D_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i}$ and $S=\sum_{\mu\nu}|D_{\mu\nu}|$. At fixed orbitals, the exact core energy minus the truncated one is $c-x$, with

$$
c=2\sum_{ij}R_{ii,jj}=\frac12\sum D_{\mu\nu}R_{\mu\nu,\lambda\kappa}D_{\lambda\kappa},
$$

$$
x=\sum_{ij}R_{ij,ij}=\frac14\sum D_{\mu\lambda}D_{\nu\kappa}R_{\mu\nu,\lambda\kappa}.
$$

Both are nonnegative because $R$ is positive semidefinite. The element bound gives $c\le\delta S^2/2$ and $x\le\delta S^2/4$, so

$$
-\frac{\delta S^2}{4}\le E_{\rm core}^{\rm exact}-E_{\rm core}^{\rm Chol}\le\frac{\delta S^2}{2}. \tag{14}
$$

Missing Coulomb repulsion lowers the truncated energy and missing exchange raises it. Because the sign is not fixed, the upper bound of part (a) is not guaranteed after truncation.

The transformation (6) leaves the number of vectors unchanged. Their active blocks are symmetric matrices of dimension $n_{\rm act}$, however, so at most $n_{\rm act}(n_{\rm act}+1)/2$ are linearly independent. A second pivoted decomposition, applied to the active integrals, can shorten the list and changes no active integral by more than its own threshold. $E_{\rm core}$ and $V^{\rm c}$ are still taken from the first list, which contains the core blocks. The last term of (10) must use the same short list as the squares; otherwise the reordering correction does not match them.

## (f) Germanium with a 28-electron core

**Apply the construction to a nonrelativistic germanium atom in the def2-SVP basis. Take the core from restricted Hartree–Fock for Ge⁴⁺ and keep all other orbitals active. Compare the integral error with the cost of freezing.**

**Solution.** There are 32 orbitals: 14 core and 18 active. The active electrons number three up and one down. With this core, $E_{\rm core}$ is the Hartree–Fock energy of the ion, and $h+V^{\rm c}$ is its Fock operator in the virtual space. For the lowest active orbital, the 4s orbital of the ion, the bare one-electron energy, core Coulomb and core exchange terms add to

$$
-495.713+455.830-3.875=-43.758\ \text{eV},
$$

which agrees with the ion's orbital energy. The core repulsion cancels most of the bare one-electron energy, which is the sum of kinetic energy and nuclear attraction, and exchange supplies a further 3.9 eV of binding. These digits belong to the def2-SVP basis. In def2-TZVP and def2-QZVP the sum is $-43.884$ and $-43.891$ eV, the bare and Coulomb terms each change by 6 to 7 eV, and the exchange term stays at 3.9 eV.

Full configuration interaction (FCI) diagonalizes $H_{\rm act}$ without sampling noise. With untruncated integrals it gives a triplet with

$$
E_{\rm FCI}-E_{\rm core}=-56466.314-(-56366.917)=-99.397\ \text{eV}.
$$

The unrounded difference is $-99.398$ eV, or $-3.65279$ hartree. It is the energy of four electrons added to the fixed ionic core, in this basis. It is not converged in the basis: CCSD(T), which lies within 0.01 eV of FCI in def2-SVP, gives a value about 0.30 eV lower in def2-TZVP.

In the table, $N$ is the number of vectors and $N'$ the number after the second decomposition, which uses the same threshold $\delta$; the FCI calculation takes its active two-electron integrals from this short list. $\Delta_{\rm core}$ and $\Delta_{\rm FCI}$ are the Cholesky values minus the exact-integral values. Both decompositions depend on arbitrary choices. In each, a pivot must be taken among equal diagonal elements, and the second also depends on the orientation of degenerate active orbitals. All entries of the table belong to one such choice. Other tied pivots in the first decomposition can give, for example, $\Delta_{\rm core}=0.101$ eV at $10^{-1}$ eV, and $N=169$ with $\Delta_{\rm core}=0.0188$ eV at $10^{-3}$ eV.

| $\delta$ (eV) | $N$ | $N'$ | $\Delta_{\rm core}$ (eV) | $\Delta_{\rm FCI}$ (eV) |
|---|---:|---:|---:|---:|
| $10^{-1}$ | 109 | 53 | 0.1255 | 0.6878 |
| $10^{-3}$ | 168 | 100 | 0.0199 | 0.0200 |
| $10^{-5}$ | 221 | 129 | 0.00016 | 0.00023 |

The core error is positive in all three rows, so by part (e) the missing exchange exceeds the missing Coulomb energy here. At $\delta=10^{-3}$ eV, $S=43.98$ gives an allowed range from $-0.48$ to $0.97$ eV for exact minus Cholesky. The actual value is $-0.020$ eV, so the bound is safe but far from tight.

The core constant cancels between active states computed with the same core and vectors; the active part $\Delta_{\rm FCI}-\Delta_{\rm core}$ need not. For the pivots and orbital orientation behind the table, its share varies from row to row; the small differences below belong to that choice. At $10^{-1}$ eV it is $0.6878-0.1255=0.562$ eV, most of the total. At $10^{-3}$ eV it is only of order 0.0001 eV for this state, although single elements of $h+V^{\rm c}$ are in error by up to 0.0012 eV, so other states need not do as well. The ${}^3P$ level is threefold degenerate and the truncation splits it by up to about 0.0002 eV at this threshold; over other pivots, orientations and components the active part ranges from about 0.00001 to 0.0007 eV. At $10^{-5}$ eV it is about 0.00006 eV, more than a quarter of the total. At $10^{-5}$ eV the first list has 221 vectors, more than the $18\times19/2=171$ that can be independent in the active space; the second decomposition keeps 129.

The cost of freezing can be measured at mean-field level with restricted open-shell Hartree–Fock (ROHF), frozen core minus relaxed core:

$$
-56464.642-(-56465.111)=0.469\ \text{eV},
$$

or 0.468 eV from the unrounded energies. Relative to the frozen-core ROHF energy, the active correlation energy is $-1.672$ eV. In this basis the freezing cost is therefore 28% of its magnitude, and about two thousand times the total integral error at the tightest threshold. The cost changes little with the basis (0.469 eV in def2-TZVP, 0.474 eV in def2-QZVP), but the active correlation energy grows to about $-1.92$ eV in def2-TZVP at the CCSD(T) level, which lowers the ratio to 24%. More Cholesky vectors cannot remove it.

A different core can. If the core orbitals come from the neutral-atom ROHF determinant and all its other occupied orbitals are active, that determinant lies in the projected space and the mean-field cost vanishes. Core correlation, and any further core response to valence correlation, remain excluded.

## Table of computed values

```
Model: 2 core, 3 active, 1 discarded orbital; integrals in hartree
Largest error of derived H_act: 3.0e-14 eV
Largest error if k sums over all orbitals: 30.831 eV
Largest error of excursion formula: 7.2e-16 (hartree)
Field integral, determinants: -1.73654205 (no unit)
Field integral, Fock space:   -1.73654205 (no unit)
Germanium atom, def2-SVP, nonrelativistic, core of Ge4+
Orbitals: total 32, core 14, active 18
Active electrons: 3 up, 1 down
Ion Hartree-Fock energy: -56366.91669 eV = -2071.4459815 hartree
Active-space FCI total energy: -56466.31423 eV = -2075.0987738 hartree
FCI energy minus core energy: -99.39754 eV = -3.6527923 hartree
Total spin <S^2>: 2.00000 (hbar^2)
Sum of absolute core density elements S: 43.977 (no unit)
Largest possible independent active vectors: 171
Threshold 1e-01 eV: vectors 109, after second decomposition 53
  exact minus Cholesky core energy: -1.255e-01 eV
  allowed range: -4.835e+01 to 9.670e+01 eV
  largest error of h+V_core: 5.855e-01 eV
  Cholesky minus exact FCI energy: 6.878e-01 eV
Threshold 1e-03 eV: vectors 168, after second decomposition 100
  exact minus Cholesky core energy: -1.987e-02 eV
  allowed range: -4.835e-01 to 9.670e-01 eV
  largest error of h+V_core: 1.172e-03 eV
  Cholesky minus exact FCI energy: 1.999e-02 eV
Threshold 1e-05 eV: vectors 221, after second decomposition 129
  exact minus Cholesky core energy: -1.642e-04 eV
  allowed range: -4.835e-03 to 9.670e-03 eV
  largest error of h+V_core: 3.481e-05 eV
  Cholesky minus exact FCI energy: 2.265e-04 eV
Lowest active orbital (4s of the ion), tightest threshold
  bare one-electron energy: -495.7130 eV
  core Coulomb: 455.8299 eV
  core exchange: -3.8746 eV
  sum: -43.7577 eV
  ion orbital energy: -43.7577 eV
ROHF energy, frozen core: -56464.64234 eV
Same determinant, all-electron formula: -56464.64234 eV
ROHF energy, relaxed core: -56465.11082 eV
Mean-field cost of freezing: 0.46849 eV
Active correlation energy: -1.67190 eV
```
